\section*{Law–Eberly pulse sequences for arbitrary photon superpositions in a cavity, part 1}

(Sections cited here and not found follow in the second part.)

\section{Construction of the sequence}

\subsection{Definitions and conventions}

A two-level emitter has ground state $|g\rangle$ and excited state $|e\rangle$, with $\sigma_+=|e\rangle\langle g|$ and $\sigma_-=|g\rangle\langle e|$. It couples to one cavity mode with annihilation operator $a$, where $a|m\rangle=\sqrt m\,|m-1\rangle$ and $a^\dagger|m-1\rangle=\sqrt m\,|m\rangle$. The notation $|g,m\rangle$ means emitter in $|g\rangle$ and $m$ photons in the mode.

The model has no loss and uses the rotating-wave approximation, which requires the classical Rabi frequency $\Omega$ and the coupling strength $g\sqrt m$, at the largest photon number $m$ reached, to be small compared with the optical or microwave frequency $\omega_c$ of the mode. States are described in the frame generated by $\omega_c(a^\dagger a+|e\rangle\langle e|)$. The classical drive has frequency $\omega_c$, and the emitter is resonant with the mode unless a detuning is stated. In this frame the two controls are
\begin{align}
H_C&=\frac{\hbar\Omega}{2}\left(e^{i\phi}\sigma_++e^{-i\phi}\sigma_-\right),\\
H_Q&=\hbar g\left(e^{i\beta}a\sigma_++e^{-i\beta}a^\dagger\sigma_-\right).
\end{align}
Both $g$ and $\Omega$ are positive angular frequencies; the phases are carried by $\beta$ and $\phi$. The symbol $g$ also labels the ground state and, with an index, the amplitudes $g_m$ defined below; the coupling never carries an index.

The controls act one at a time. A classical pulse of duration $t$ has area $\alpha=\Omega t$, and a vacuum Rabi pulse of duration $t$ has angle $\theta=gt$:
\begin{align}
C(\alpha,\phi)&=\exp\left[-\frac{i\alpha}{2}\left(e^{i\phi}\sigma_++e^{-i\phi}\sigma_-\right)\right],\label{C}\\
Q(\theta,\beta)&=\exp\left[-i\theta\left(e^{i\beta}a\sigma_++e^{-i\beta}a^\dagger\sigma_-\right)\right].\label{Q}
\end{align}
With these definitions the population of $|e,0\rangle$ oscillates at angular frequency $2g$ under the coupling.

The target is
\begin{equation}
|\psi\rangle=|g\rangle\otimes\sum_{m=0}^{n}c_m|m\rangle,\qquad \sum_{m=0}^n|c_m|^2=1,\qquad c_n\neq0 .
\end{equation}
If $c_n$ vanishes, $n$ is lowered until it does not. The claim is that angles exist for which
\begin{equation}
Q_nC_n\cdots Q_2C_2Q_1C_1|g,0\rangle=e^{-i\chi}|\psi\rangle ,\label{claim}
\end{equation}
where $C_j=C(\alpha_j,\phi_j)$, $Q_j=Q(\theta_j,\beta_j)$ and $\chi$ is an unobservable global phase. The claim assumes that the phase $\beta_j$ can be chosen separately for each vacuum Rabi pulse. Hardware with one fixed coupling phase can use detuned idles as an additional control, as the second half shows; targets with real $c_m$ do not need them.

\subsection{What each pulse does}

The classical pulse does not change the photon number, so it acts separately on each pair $\{|g,m\rangle,|e,m\rangle\}$. Let $K_C=e^{i\phi}\sigma_++e^{-i\phi}\sigma_-$. Since $\sigma_+^2=\sigma_-^2=0$,
\begin{equation}
K_C^2=\sigma_+\sigma_-+\sigma_-\sigma_+=|e\rangle\langle e|+|g\rangle\langle g|=1 .
\end{equation}
Even powers of $K_C$ are therefore $1$ and odd powers are $K_C$. Summing the exponential series gives $C=\cos(\alpha/2)-i\sin(\alpha/2)K_C$, or
\begin{align}
C|g,m\rangle&=\cos\tfrac\alpha2|g,m\rangle-ie^{i\phi}\sin\tfrac\alpha2|e,m\rangle,\label{Cg}\\
C|e,m\rangle&=\cos\tfrac\alpha2|e,m\rangle-ie^{-i\phi}\sin\tfrac\alpha2|g,m\rangle .
\end{align}

Let $K_Q=e^{i\beta}a\sigma_++e^{-i\beta}a^\dagger\sigma_-$. For $m\geq1$,
\begin{equation}
K_Q|g,m\rangle=e^{i\beta}\sqrt m\,|e,m-1\rangle,\qquad
K_Q|e,m-1\rangle=e^{-i\beta}\sqrt m\,|g,m\rangle .
\end{equation}
Applying $K_Q$ twice multiplies either state by $m$. In this pair the even powers are $m^k$ and the odd ones $m^kK_Q$, so the series sums to $\cos(\theta\sqrt m)-i\sin(\theta\sqrt m)K_Q/\sqrt m$. The factor $1/\sqrt m$ cancels the matrix element:
\begin{align}
Q|g,m\rangle&=\cos(\theta\sqrt m)|g,m\rangle-ie^{i\beta}\sin(\theta\sqrt m)|e,m-1\rangle,\\
Q|e,m-1\rangle&=\cos(\theta\sqrt m)|e,m-1\rangle-ie^{-i\beta}\sin(\theta\sqrt m)|g,m\rangle .\label{Qe}
\end{align}
The state $|g,0\rangle$ has no partner, and $Q|g,0\rangle=|g,0\rangle$.

The two pulses pair the same basis states differently. A classical pulse joins states of equal photon number; a vacuum Rabi pulse joins states of equal total excitation. Alternating them connects the whole ladder. The angle $\theta\sqrt m$ depends on $m$, so a vacuum Rabi pulse chosen for one pair also rotates all lower pairs, by amounts that cannot be set independently. Working backward from the top of the ladder makes this harmless, because the lower pairs are dealt with later.

\subsection{Inverse pulses acting on amplitudes}

Write a state as $\sum_m(g_m|g,m\rangle+e_m|e,m\rangle)$. The inverse of each pulse is its adjoint, obtained by reversing the sign of $\alpha$ or $\theta$. Cosines are unchanged and sines change sign. Collecting the coefficients of each basis state gives, for $C^\dagger$,
\begin{align}
g_m'&=\cos\tfrac\alpha2\,g_m+ie^{-i\phi}\sin\tfrac\alpha2\,e_m,\label{Cdg}\\
e_m'&=\cos\tfrac\alpha2\,e_m+ie^{i\phi}\sin\tfrac\alpha2\,g_m,\label{Cde}
\end{align}
and for $Q^\dagger$, with $m\geq1$,
\begin{align}
g_m'&=\cos(\theta\sqrt m)\,g_m+ie^{-i\beta}\sin(\theta\sqrt m)\,e_{m-1},\label{Qdg}\\
e_{m-1}'&=\cos(\theta\sqrt m)\,e_{m-1}+ie^{i\beta}\sin(\theta\sqrt m)\,g_m,\label{Qde}
\end{align}
while $g_0'=g_0$. In each pair both new amplitudes must be computed from the old ones; overwriting one before the other is computed gives a wrong result.

\subsection{One backward stage}

Define the nested spaces
\begin{equation}
\mathcal H_j=\mathrm{span}\{|g,0\rangle,\ldots,|g,j\rangle,\ |e,0\rangle,\ldots,|e,j-1\rangle\},
\end{equation}
with $\mathcal H_0$ containing $|g,0\rangle$ alone. The target lies in $\mathcal H_n$. Suppose that a state in $\mathcal H_j$ has been reached. One stage, $Q_j^\dagger$ followed by $C_j^\dagger$, brings it into $\mathcal H_{j-1}$.

\paragraph{Emptying $|g,j\rangle$.} The pairs $\{|g,m\rangle,|e,m-1\rangle\}$ with $1\leq m\leq j$ lie entirely in $\mathcal H_j$, and so does $|g,0\rangle$. Hence $Q_j^\dagger$ does not leave $\mathcal H_j$. By \eqref{Qdg}, the top amplitude vanishes if
\begin{equation}
\cos(\theta_j\sqrt j)\,g_j=-ie^{-i\beta_j}\sin(\theta_j\sqrt j)\,e_{j-1}.\label{zeroQ}
\end{equation}
The moduli agree when
\begin{equation}
\tan(\theta_j\sqrt j)=\frac{|g_j|}{|e_{j-1}|},\qquad 0\leq\theta_j\sqrt j\leq\frac\pi2 .\label{theta}
\end{equation}
Both trigonometric factors are then non-negative, so the phases must satisfy $\arg g_j=-\pi/2-\beta_j+\arg e_{j-1}$, because $-i=e^{-i\pi/2}$. Thus
\begin{equation}
\beta_j=\arg e_{j-1}-\arg g_j-\frac\pi2 .\label{beta}
\end{equation}
The population has moved to $|e,j-1\rangle$. Indeed \eqref{beta} gives $ie^{i\beta_j}=e^{i(\arg e_{j-1}-\arg g_j)}$, and \eqref{Qde} becomes
\begin{equation}
e_{j-1}'=e^{i\arg e_{j-1}}\left[\cos(\theta_j\sqrt j)|e_{j-1}|+\sin(\theta_j\sqrt j)|g_j|\right]
=e^{i\arg e_{j-1}}\sqrt{|e_{j-1}|^2+|g_j|^2}.\label{keepQ}
\end{equation}
The last step uses $\cos(\theta_j\sqrt j)=|e_{j-1}|/R$ and $\sin(\theta_j\sqrt j)=|g_j|/R$, with $R$ the square root. The phase of $e_{j-1}$ is kept.

\paragraph{Emptying $|e,j-1\rangle$.} From here $g_m$ and $e_m$ denote the amplitudes after $Q_j^\dagger$. By \eqref{Cde}, $C_j^\dagger$ removes $e_{j-1}$ if
\begin{equation}
\cos\tfrac{\alpha_j}{2}\,e_{j-1}=-ie^{i\phi_j}\sin\tfrac{\alpha_j}{2}\,g_{j-1}.
\end{equation}
Comparing moduli and phases as before,
\begin{align}
\tan\frac{\alpha_j}{2}&=\frac{|e_{j-1}|}{|g_{j-1}|},\qquad 0\leq\alpha_j\leq\pi,\label{alpha}\\
\phi_j&=\arg e_{j-1}-\arg g_{j-1}+\frac\pi2 .\label{phi}
\end{align}
The sign of $\pi/2$ differs from that in \eqref{beta} because here the phase factor to be solved for is $e^{+i\phi_j}$. With \eqref{phi}, $ie^{-i\phi_j}=e^{i(\arg g_{j-1}-\arg e_{j-1})}$, and \eqref{Cdg} gives
\begin{equation}
g_{j-1}'=e^{i\arg g_{j-1}}\sqrt{|g_{j-1}|^2+|e_{j-1}|^2}.\label{keepC}
\end{equation}
The classical pulse does not refill $|g,j\rangle$. Its only partner is $|e,j\rangle$, and both amplitudes are zero. The remaining occupied states are $|g,0\rangle,\ldots,|g,j-1\rangle$ and $|e,0\rangle,\ldots,|e,j-2\rangle$, which span $\mathcal H_{j-1}$.

\paragraph{Vanishing amplitudes.} If one amplitude of a pair is zero, its argument is undefined and may be set to $0$; the corresponding pulse phase is then free. The angles remain defined: if $e_{j-1}=0$ and $g_j\neq0$, then $\theta_j\sqrt j=\pi/2$. If both amplitudes vanish, the angle is set to zero. A two-argument arctangent covers all these cases without a division.

\subsection{Induction and the forward sequence}

Applying the stage for $j=n,n-1,\ldots,1$ takes the state through $\mathcal H_{n-1},\ldots,\mathcal H_0$. The pulses are unitary, so the amplitude left in $|g,0\rangle$ has modulus one:
\begin{equation}
C_1^\dagger Q_1^\dagger\cdots C_n^\dagger Q_n^\dagger|\psi\rangle=e^{i\chi}|g,0\rangle .
\end{equation}
Multiplying from the left by $C_1$, then $Q_1$, and so on up to $Q_n$, gives
\begin{equation}
|\psi\rangle=e^{i\chi}Q_nC_n\cdots Q_1C_1|g,0\rangle ,
\end{equation}
which is \eqref{claim}. The pulses found last are applied first. The backward evolution is a calculation; the hardware applies the forward pulses with positive durations.

The procedure is:
\begin{enumerate}
\item Set $g_m=c_m$ and $e_m=0$ for $0\leq m\leq n$.
\item For $j=n,\ldots,1$: compute $\theta_j,\beta_j$ from \eqref{theta} and \eqref{beta}; update all pairs by \eqref{Qdg} and \eqref{Qde}; compute $\alpha_j,\phi_j$ from \eqref{alpha} and \eqref{phi}; update all pairs by \eqref{Cdg} and \eqref{Cde}.
\item Apply $C_1,Q_1,C_2,Q_2,\ldots,C_n,Q_n$ for times $\alpha_j/\Omega$ and $\theta_j/g$.
\end{enumerate}
Each stage updates at most $2j+1$ amplitudes twice, so the cost grows as $n^2$.

\subsection{The top amplitude and the number of pulses}

Consider $k$ forward pairs with arbitrary angles. Before pair $j$ the state lies in $\mathcal H_{j-1}$; this holds for $j=1$ and is carried on by the argument that follows. Let $t_{j-1}$ be its amplitude on $|g,j-1\rangle$, with $t_0=1$. Since $|e,j-1\rangle$ is empty, \eqref{Cg} gives it the amplitude $-ie^{i\phi_j}\sin(\alpha_j/2)\,t_{j-1}$ after $C_j$. The state $|g,j\rangle$ is still empty, so \eqref{Qe} gives, after $Q_j$,
\begin{equation}
t_j=(-i)^2e^{i(\phi_j-\beta_j)}\sin\tfrac{\alpha_j}{2}\sin(\theta_j\sqrt j)\,t_{j-1}.
\end{equation}
No higher state is occupied, so the new state lies in $\mathcal H_j$. Multiplying these factors for a successful sequence and taking the modulus,
\begin{equation}
|c_n|=\prod_{j=1}^{n}\sin\frac{\alpha_j}{2}\,\sin(\theta_j\sqrt j).\label{product}
\end{equation}
One path leads from the vacuum to $|g,n\rangle$, and every pulse is a step on it. If $c_n\neq0$, no angle in the constructed sequence can vanish.

It also follows that $k$ pairs populate no state with more than $k$ photons. An initial vacuum Rabi pulse leaves $|g,0\rangle$ unchanged, and a final classical pulse does not change the photon number, so neither helps. An alternating sequence therefore needs at least $n$ pairs, and the construction uses the minimum.

\section{Examples, phase control and limits of validity}

\subsection{Symbols and results taken from the first half}

The amplitudes of $|g,m\rangle$ and $|e,m\rangle$ are $g_m$ and $e_m$. The classical pulse $C_j=C(\alpha_j,\phi_j)$ has area $\alpha_j=\Omega t$ and mixes $|g,m\rangle$ with $|e,m\rangle$. The vacuum Rabi pulse $Q_j=Q(\theta_j,\beta_j)$ has angle $\theta_j=gt$ and mixes $|g,m\rangle$ with $|e,m-1\rangle$. Their generators are $K_C=e^{i\phi}\sigma_++e^{-i\phi}\sigma_-$ and $K_Q=e^{i\beta}a\sigma_++e^{-i\beta}a^\dagger\sigma_-$, so that $C=e^{-i\alpha K_C/2}$ and $Q=e^{-i\theta K_Q}$. Stage $j$ of the backward evolution uses
\begin{align*}
\tan(\theta_j\sqrt j)&=|g_j|/|e_{j-1}|,&\beta_j&=\arg e_{j-1}-\arg g_j-\pi/2,\\
\tan(\alpha_j/2)&=|e_{j-1}|/|g_{j-1}|,&\phi_j&=\arg e_{j-1}-\arg g_{j-1}+\pi/2,
\end{align*}
where the second line takes the amplitudes after $Q_j^\dagger$. Each inverse pulse collects the population of its top pair in one state and keeps the phase of that state's amplitude. The forward product $Q_nC_n\cdots Q_1C_1$ acts on $|g,0\rangle$. After $j$ pairs the state lies in $\mathcal H_j$, which has at most $j$ photons and at most $j$ excitations in total.

\subsection{A two-photon case in closed form}

Let the target be $(|g,0\rangle+|g,2\rangle)/\sqrt2$, and set the argument of any zero amplitude to $0$.

Stage 2 starts with $g_0=g_2=1/\sqrt2$ and $e_1=0$. Hence $\theta_2\sqrt2=\pi/2$ and $\beta_2=-\pi/2$, and $Q_2^\dagger$ gives $e_1=1/\sqrt2$. Since $g_1=0$, $\alpha_2=\pi$ and $\phi_2=\pi/2$. The inverse classical pulse then gives $g_1=1/\sqrt2$ and $e_0=ie^{i\pi/2}g_0=-1/\sqrt2$.

In stage 1 the moduli are equal, so $\theta_1=\pi/4$, and $\beta_1=\pi-0-\pi/2=\pi/2$. This leaves $e_0=-1$ and $g_0=0$. Finally $\alpha_1=\pi$ and $\phi_1=\pi-0+\pi/2$, which is equivalent to $-\pi/2$.

The forward evolution confirms the signs:
\begin{align*}
|g,0\rangle&\xrightarrow{C_1}-|e,0\rangle
\xrightarrow{Q_1}\frac{|g,1\rangle-|e,0\rangle}{\sqrt2}\\
&\xrightarrow{C_2}\frac{|e,1\rangle+|g,0\rangle}{\sqrt2}
\xrightarrow{Q_2}\frac{|g,2\rangle+|g,0\rangle}{\sqrt2}.
\end{align*}

Any target with at most $n$ photons and $c_n\neq0$ can be prepared from $|g,0\rangle$ by $n$ pairs of classical and vacuum Rabi pulses, the minimum for an alternating sequence, if the coupling phase can be chosen for each pulse; a two-photon case confirms the signs. What remains is a three-photon numerical example, the total duration, hardware with one coupling phase, and the effects of residual coupling, calibration errors and loss.
